\section*{Nonpolar optical phonon scattering and its relaxation time, derived twice, part 1}

(Sections cited here and not found follow in the second part.)

\section{Transition probabilities and the Boltzmann equation}

\subsection{Definitions and conventions}

A carrier of charge $q_c$, with $|q_c|=e$, moves in an isotropic parabolic band with energy, velocity and wave function
\begin{equation}
E=\frac{\hbar^2k^2}{2m},\qquad \mathbf v=\frac{\hbar\mathbf k}{m},\qquad \psi_{\mathbf k}(\mathbf r)=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt V},
\end{equation}
where $V$ is the crystal volume and $E=0$ is the band edge. The occupation of $\mathbf k$ for one spin direction is $f(\mathbf k)$. Until Pauli blocking is discussed, the gas is dilute, $f\ll1$, and its equilibrium occupation is $f_0\propto e^{-E/kT}$. In the combination $kT$, and nowhere else, $k$ stands for Boltzmann's constant.

The lattice has one optical branch whose frequency $\omega_0$ does not depend on the wave vector $\mathbf q$. Its displacement field $u(\mathbf r)$ is normalized so that its kinetic energy is $\frac12\rho\int\dot u^2\,d^3r$, with $\rho$ the mass density of the crystal. The carrier feels the energy
\begin{equation}
H'=D\,u(\mathbf r),
\label{coupling}
\end{equation}
with a constant $D$, the optical deformation potential, in units of energy per length. A different normalization of $u$ would change the value of $D$, so the two must be quoted together. The coupling conserves spin, and the overlap of the lattice-periodic parts of the initial and final states is set to one. This is a model. In diamond-type crystals symmetry makes such a constant intravalley $D$ vanish for an $s$-like minimum at the zone centre and for the $\Delta$ valleys of silicon. It is allowed for the $L$ valleys of germanium and for holes, whose bands are anisotropic or degenerate and are only approximated by the band used here. The phonons stay in equilibrium, with mean occupation
\begin{equation}
N=\frac{1}{e^{\hbar\omega_0/kT}-1}.
\end{equation}

The shorthand $E_\pm=E\pm\hbar\omega_0$ is used throughout, and $\theta$ is the unit step. The average of a function over the directions of $\mathbf k$ at fixed energy is written
\begin{equation}
\bar f(E)=\int\frac{d\Omega}{4\pi}\,f(\mathbf k).
\end{equation}

\subsection{Matrix elements}

The mode expansion of the displacement is
\begin{equation}
u(\mathbf r)=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho V\omega_0}}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\label{modes}
\end{equation}
The prefactor follows from the energy. In equilibrium each mode holds $\hbar\omega_0(N+\frac12)$, half of it potential energy. The potential energy of the field is $\frac12\rho V\omega_0^2\langle u^2\rangle$, and (\ref{modes}) gives $\langle u^2\rangle=\sum_{\mathbf q}\hbar(2N+1)/(2\rho V\omega_0)$. The product is $\sum_{\mathbf q}\frac12\hbar\omega_0(N+\frac12)$, as required.

Between plane waves, $e^{i\mathbf q\cdot\mathbf r}$ connects $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$ and $e^{-i\mathbf q\cdot\mathbf r}$ connects it to $\mathbf k'=\mathbf k-\mathbf q$. For each pair $(\mathbf k,\mathbf k')$ there is therefore one mode that can be absorbed and one into which a phonon can be emitted. With $n$ phonons in the mode, $|\langle n-1|a|n\rangle|^2=n$ and $|\langle n+1|a^\dagger|n\rangle|^2=n+1$. The thermal average replaces $n$ by $N$:
\begin{equation}
|M|^2=\frac{\hbar D^2}{2\rho V\omega_0}\times
\begin{cases}N&\text{absorption,}\\ N+1&\text{emission.}\end{cases}
\label{matrixelement}
\end{equation}
Neither value depends on $\mathbf q$, because neither $D$ nor $\omega_0$ does. A polar mode differs at this point, since its long-range electric field makes the coupling grow at small $q$.

\subsection{The total scattering rate}

To second order in $D$, the golden rule gives $2\pi|M|^2/\hbar$ times a delta function of the energy balance. The carrier ends at $E_+$ after absorption and at $E_-$ after emission:
\begin{equation}
W(\mathbf k\to\mathbf k')=\frac{\pi D^2}{\rho V\omega_0}\left[N\,\delta(E'-E-\hbar\omega_0)+(N+1)\,\delta(E'-E+\hbar\omega_0)\right].
\label{W}
\end{equation}

The sum over final states needs the density of states per volume for one spin direction, because spin is conserved. From $k'=\sqrt{2mE'}/\hbar$ one has $k'\,dk'=m\,dE'/\hbar^2$, so
\begin{align}
\frac1V\sum_{\mathbf k'}&\to\int\frac{4\pi k'^2dk'}{(2\pi)^3}\int\frac{d\Omega'}{4\pi}
=\int dE'\,g(E')\int\frac{d\Omega'}{4\pi},\\
g(E)&=\frac{1}{2\pi^2}\,\frac{m}{\hbar^2}\,\frac{\sqrt{2mE}}{\hbar}=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}.
\label{dos}
\end{align}
Summing (\ref{W}) over $\mathbf k'$ gives
\begin{equation}
\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')=\frac{\pi D^2}{\rho\omega_0}\left[N g(E_+)+(N+1)g(E_-)\theta(E_-)\right].
\end{equation}
The step function appears because there are no states below the band edge. The constants combine as $\pi(2m)^{3/2}/(4\pi^2\hbar^3)=m^{3/2}/(\sqrt2\,\pi\hbar^3)$. Calling the total rate $1/\tau$, a name justified in the next subsection, one obtains
\begin{equation}
\boxed{\ \frac1{\tau(E)}=A\left[N\sqrt{E_+}+(N+1)\sqrt{E_-}\,\theta(E_-)\right],\qquad A=\frac{D^2m^{3/2}}{\sqrt2\,\pi\rho\hbar^3\omega_0}.\ }
\label{rate}
\end{equation}

The first term is absorption, possible at every energy. The second is emission, which needs $E>\hbar\omega_0$. Emission sets in continuously, as $\sqrt{E-\hbar\omega_0}$, but with infinite slope. It overtakes absorption where $(N+1)^2E_-=N^2E_+$, that is, at
\begin{equation}
E=\hbar\omega_0\,\frac{(N+1)^2+N^2}{(N+1)^2-N^2}=\hbar\omega_0\,\frac{2N^2+2N+1}{2N+1}.
\label{crossover}
\end{equation}
When $N\ll1$ this lies just above the threshold.

Two limits show the role of temperature. For $kT\ll\hbar\omega_0$ one has $N\simeq e^{-\hbar\omega_0/kT}$, and a carrier below threshold scatters at the exponentially small rate $A\,e^{-\hbar\omega_0/kT}\sqrt{E_+}$. For $kT\gg\hbar\omega_0$ and $E\gg\hbar\omega_0$, both occupation factors approach $kT/\hbar\omega_0$ and both roots approach $\sqrt E$, so $1/\tau\simeq2A\,(kT/\hbar\omega_0)\sqrt E$. The energy exchange is then small compared with $E$, and the rate is proportional to temperature and to the density of states.

\subsection{Why the total rate is a relaxation rate}

In a dilute gas the collision term of the Boltzmann equation is
\begin{equation}
C[f](\mathbf k)=\sum_{\mathbf k'}W(\mathbf k'\to\mathbf k)f(\mathbf k')-f(\mathbf k)\sum_{\mathbf k'}W(\mathbf k\to\mathbf k').
\label{collision}
\end{equation}
The second sum is $1/\tau(E)$. The first is in-scattering, which in general ties $f(\mathbf k)$ to the unknown occupation at other energies and turns the Boltzmann equation into an integral equation.

Write $f=f_0+f_1$. A carrier that arrives at energy $E$ comes either from $E_+$ by emission or from $E_-$ by absorption. Using (\ref{W}) with the roles of $\mathbf k$ and $\mathbf k'$ exchanged,
\begin{equation}
\sum_{\mathbf k'}W(\mathbf k'\to\mathbf k)f_1(\mathbf k')=\frac{\pi D^2}{\rho\omega_0}\left[(N+1)g(E_+)\bar f_1(E_+)+N g(E_-)\bar f_1(E_-)\theta(E_-)\right].
\label{in}
\end{equation}
The transition probability contains no angle, so the angular integral acts on $f_1$ alone and produces its shell average. If $\bar f_1=0$ at every energy, in-scattering vanishes. Since $C[f_0]=0$, as shown below, what remains is
\begin{equation}
\boxed{\ C[f_0+f_1]=-\frac{f_1(\mathbf k)}{\tau(E)}\qquad\text{whenever }\bar f_1(E)=0\text{ for all }E.\ }
\label{rta}
\end{equation}

No expansion in $\hbar\omega_0/E$ was made. The collisions do carry particles from one shell to another. A surplus of carriers moving along $+\mathbf k'$ and an equal deficit along $-\mathbf k'$ are each spread uniformly over the directions of the new shell, and there they cancel. After a field is switched off, each component decays as $f_1(\mathbf k,t)=f_1(\mathbf k,0)e^{-t/\tau(E)}$, without reference to any other energy.

The same angular average removes the second term in the rate of momentum loss:
\begin{equation}
\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\left(1-\frac{\mathbf k\cdot\mathbf k'}{k^2}\right)=\frac1{\tau(E)}.
\end{equation}
A collision thus removes, on average, the whole initial momentum.

The isotropy used here is stronger than rotational invariance. A rotationally invariant $W$ may still depend on the angle between $\mathbf k$ and $\mathbf k'$. In-scattering of a perturbation proportional to $\cos\vartheta$ then contains the average of $W\cos\vartheta_{\mathbf k\mathbf k'}$, which need not vanish. What (\ref{rta}) requires, for every perturbation of zero shell average, is a $W$ that depends on the two energies alone. The response to a weak field asks less. It is proportional to $\cos\vartheta$, so a $W$ that is even in $\cos\vartheta_{\mathbf k\mathbf k'}$, such as one proportional to $1+3\cos^2\vartheta_{\mathbf k\mathbf k'}$, still gives it no in-scattering, although perturbations of higher even angular order then do receive some.

\subsection{The isotropic part behaves differently}

Detailed balance follows from the definition of $N$:
\begin{equation}
(N+1)e^{-\hbar\omega_0/kT}=N.
\label{balance}
\end{equation}
Hence $W(\mathbf k'\to\mathbf k)f_0(\mathbf k')=W(\mathbf k\to\mathbf k')f_0(\mathbf k)$, and $C[f_0]=0$ term by term. Collisions connect only energies that differ by $\hbar\omega_0$. The equilibrium form may therefore be multiplied by a separate constant on each ladder $E_0+n\hbar\omega_0$ and remain stationary. In this model such an isotropic disturbance does not relax at all. Phonon dispersion, which makes the exchanged energy vary continuously, would connect the ladders. A second process with the fixed exchange $\frac32\hbar\omega_0$ would join them only in pairs, and elastic scattering would not join them at all.

For an isotropic perturbation $f_1=f_0\varphi(E)$, detailed balance turns (\ref{collision}) into
\begin{equation}
\frac{C[f_1]}{f_0}=\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\left[\varphi(E')-\varphi(E)\right].
\end{equation}
Take $\varphi=E/kT$, the change of $e^{-E/kT}$ with temperature at a fixed prefactor, called the heating perturbation below. Heating at fixed density gives $\varphi=E/kT-\frac32$ instead, because the normalization of $f_0$ varies as $T^{-3/2}$; the constant drops out of $\varphi(E')-\varphi(E)$ and leaves $C[f_1]$ unchanged. Let $\Gamma_a$ and $\Gamma_e$ be the absorption and emission terms of (\ref{rate}). Absorption changes $\varphi$ by $+\hbar\omega_0/kT$ and emission by $-\hbar\omega_0/kT$, so the apparent decay rate, in units of $1/\tau$, is
\begin{equation}
-\frac{\tau\,C[f_1]}{f_1}=\frac{\hbar\omega_0}{E}\,\frac{\Gamma_e-\Gamma_a}{\Gamma_e+\Gamma_a}.
\label{heating}
\end{equation}
This is not one, and below threshold it is negative: this perturbation there at first grows. Value and sign depend on the constant in $\varphi$: at fixed density the factor $1/E$ becomes $1/(E-\frac32kT)$, and the ratio is again a function of energy, not identically one. The time $\tau$ describes the loss of direction, not the loss of excess energy.

\subsection{Response to a weak field}

A uniform force $\mathbf F=q_c\boldsymbol{\mathcal E}$ changes $\mathbf k$ at the rate $\mathbf F/\hbar$. In the steady state and to first order in $\mathbf F$, the drift term acts on $f_0$, with $\partial f_0/\partial\mathbf k=\hbar\mathbf v\,\partial f_0/\partial E$:
\begin{equation}
\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}=C[f_1].
\end{equation}
The left side has zero shell average. By (\ref{in}), the collision term sends functions of zero shell average into functions of the same kind, and isotropic functions into isotropic ones. The two parts separate, and (\ref{rta}) solves the first:
\begin{equation}
f_1=-\tau\,\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}=\frac{\tau\,\mathbf F\cdot\mathbf v}{kT}\,f_0 .
\end{equation}
Any isotropic addition carries no current.

The mean velocity along $\mathbf F$ follows from the shell average $\overline{v_F^2}=v^2/3=2E/3m$:
\begin{equation}
\langle v_F\rangle=\frac{F}{kT}\,\frac{2}{3m}\,\frac{\int_0^\infty\tau E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{1/2}e^{-E/kT}dE}.
\end{equation}
An integration by parts gives $\int E^{3/2}e^{-E/kT}dE=\frac32kT\int E^{1/2}e^{-E/kT}dE$. The mobility $\mu=|\langle v_F\rangle|/\mathcal E$ is then
\begin{equation}
\mu=\frac{e\langle\tau\rangle}{m},\qquad
\langle\tau\rangle=\frac{\int_0^\infty\tau(E)E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{3/2}e^{-E/kT}dE}.
\label{mobility}
\end{equation}

\subsection{Pauli blocking}

When $f$ is not small, each transition carries a factor for an empty final state. With $f'=f(\mathbf k')$,
\begin{equation}
C[f]=\sum_{\mathbf k'}\left[W(\mathbf k'\to\mathbf k)f'(1-f)-W(\mathbf k\to\mathbf k')f(1-f')\right],
\end{equation}
and $f_0$ is the Fermi function. To first order in $f_1$, the terms that contain $f_1'$ have the coefficient $W(\mathbf k'\to\mathbf k)(1-f_0)+W(\mathbf k\to\mathbf k')f_0$. It depends on energies alone, so these terms again sum to zero. The terms in $f_1(\mathbf k)$ give
\begin{equation}
\frac1\tau=\sum_{\mathbf k'}\left[W(\mathbf k\to\mathbf k')(1-f_0')+W(\mathbf k'\to\mathbf k)f_0'\right].
\end{equation}
For $E'=E_+$ the occupation factors are $N(1-f_0')+(N+1)f_0'=N+f_0'$. For $E'=E_-$ they are $(N+1)(1-f_0')+Nf_0'=N+1-f_0'$. Hence
\begin{equation}
\frac1{\tau(E)}=A\left\{\sqrt{E_+}\left[N+f_0(E_+)\right]+\sqrt{E_-}\left[N+1-f_0(E_-)\right]\theta(E_-)\right\}.
\label{degenerate}
\end{equation}
Occupied states above $E$ increase the relaxation rate and occupied states below $E$ reduce it.

\section{Lattice correlations in space and time}

The golden rule and the Boltzmann equation have given the total scattering rate and shown that, in a dilute gas, it is the relaxation rate of every perturbation whose average over directions vanishes at each energy. It remains to derive both results again from the correlations of the lattice displacement in space and time, to compare the assumptions of the two derivations, and to work through a numerical example.
